# Electron heat conductance of a diffuse contact between two metals

## 1. One metal cut by a scattering plane

Take a single metal and draw a plane through it. Suppose that every electron reaching the plane is scattered elastically and forgets where it came from. The two sides are identical, so it leaves to the left or to the right with probability one half. Electrons arrive from the left with temperature \(T_1\) and from the right with temperature \(T_2\). How much heat crosses?

First, the arrival rate. Let \(D(E)\) be the density of states per volume and energy, both spins included, and \(v(E)\) the electron speed. The metal is isotropic, so a fraction \(\tfrac12\sin\theta\,d\theta\) of the electrons moves at an angle \(\theta\) to the normal, with normal velocity \(v\cos\theta\). The electrons approaching from one side fill one hemisphere:

\[
\int_0^{\pi/2} v\cos\theta\,\tfrac12\sin\theta\,d\theta=\frac v4 .
\]

The number arriving per area, time and energy is therefore \(\tfrac14 vDf\), where \(f=1/(e^{(E-\mu)/k_BT}+1)\).

Heat flux is energy flux minus \(\mu\) times particle flux, so each electron carries \(E-\mu\). Let both streams have the same electrochemical potential \(\mu\). Half of each stream crosses, and

\[
q=\frac12\int\frac{vD}{4}(E-\mu)(f_1-f_2)\,dE .
\]

The difference \(f_1-f_2\) is confined to a few \(k_BT\) around \(\mu\). In a degenerate metal \(vD\) hardly changes there and can be taken at the Fermi energy \(E_F\), which is measured from the band bottom. For a small temperature difference, \(f_1-f_2=(\partial f/\partial T)(T_1-T_2)\), with

\[
\frac{\partial f}{\partial T}=\frac{E-\mu}{T}\left(-\frac{\partial f}{\partial E}\right).
\]

With \(x=(E-\mu)/k_BT\), the integral needed is

\[
\int(E-\mu)\frac{\partial f}{\partial T}dE
=k_B^2T\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx .
\]

The integrand is even. For \(x>0\) it can be expanded in powers of \(e^{-x}\):

\[
2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\]

The last step uses the sum \(\pi^2/12\). Hence

\[
q=\frac{vD}{8}\,\frac{\pi^2}{3}k_B^2T\,(T_1-T_2).
\]

The same integral gives the electronic heat capacity. At fixed density \(\int D\,(df/dT)\,dE=0\), so \(\mu\) may be subtracted from the energy:

\[
C=\int(E-\mu)D\frac{df}{dT}dE,\qquad
\frac{df}{dT}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{E-\mu}{T}+\frac{d\mu}{dT}\right].
\]

The \(d\mu/dT\) term vanishes by parity if \(D\) is constant near \(\mu\). The slope of \(D\) enters it twice, once in \(d\mu/dT\) and once in the integral, which leaves a relative correction of order \((k_BT/E_F)^2\). To leading order,

\[
C=\frac{\pi^2}{3}k_B^2T\,D(E_F).
\]

With \(Z=v_FC\), the conductance of the plane is

\[
G=\frac{q}{T_1-T_2}=\frac Z8 .
\]

Without scattering every arriving electron would cross, and the conductance would be \(Z/4\). That is still finite, because the temperatures are those of the arriving streams. The scattering assumed here halves it. An ideal joint between identical crystals would not scatter, so the probability one half does not describe it.

## 2. Two metals: why one half no longer works

Now let the metals differ. Keeping the probability one half on both sides would send \(\tfrac18v_1D_1f\) to the right and \(\tfrac18v_2D_2f\) to the left. At equal temperatures and potentials a current would flow, which equilibrium forbids.

Let \(a_{12}\) be the probability that an electron arriving from metal 1 enters metal 2, and \(a_{21}\) the reverse. Two conditions fix them at each energy.

**Loss of memory.** An outgoing electron enters metal 2 with the same probability whatever its origin. For one from metal 1 this is \(a_{12}\). For one from metal 2 it is the reflection probability \(1-a_{21}\). Thus \(a_{12}=1-a_{21}\).

**Detailed balance.** In equilibrium \(f\) is the same on both sides, and elastic scattering must give no net flow at any energy: \(v_1D_1a_{12}=v_2D_2a_{21}\).

Inserting \(a_{21}=1-a_{12}\) in the second condition gives

\[
a_{12}=\frac{v_2D_2}{v_1D_1+v_2D_2},\qquad
a_{21}=\frac{v_1D_1}{v_1D_1+v_2D_2}.
\]

There is a counting argument behind this. A shell of wave numbers holds \(k^2dk/\pi^2\) states per volume, and \(dE=\hbar v\,dk\), so \(vD=k^2/(\pi^2\hbar)\). With \(h=2\pi\hbar\),

\[
\frac{vD}{4}=\frac{k^2}{4\pi^2\hbar}=\frac{2}{h}M,\qquad M=\frac{k^2}{4\pi}.
\]

Here \(M\) is the area \(\pi k^2\) of the disc of parallel wave vectors divided by \((2\pi)^2\): the number of transverse modes per area and spin. The diffuse rule thus reads \(a_{12}=M_2/(M_1+M_2)\). All outgoing modes are equally likely.

This can be illustrated with a scattering matrix. Any unitary matrix obeys \(M_1a_{12}=M_2a_{21}\), so detailed balance follows from unitarity, and only the loss of memory is left to model. A random unitary matrix scatters each incoming mode into all outgoing modes with equal mean probability. I took 60 modes in metal 1 and 99 in metal 2, which is close to the mode ratio of the example below. The average over 40 such matrices gave a transmission of 0.6232, while the formula gives 0.6225 for the example.

## 3. The conductance

The net heat flux is what passes from 1 to 2 minus what passes back. By detailed balance the prefactors are equal:

\[
q=\frac14\int\frac{v_1D_1v_2D_2}{v_1D_1+v_2D_2}(E-\mu)(f_1-f_2)\,dE .
\]

The fraction is again taken at the Fermi energy, and the integral is the one from section 1:

\[
G=\frac14\,\frac{v_1D_1v_2D_2}{v_1D_1+v_2D_2}\,b,\qquad b=\frac{\pi^2}{3}k_B^2T .
\]

Since \(Z_i=v_iC_i=b\,v_iD_i\), replace each \(v_iD_i\) by \(Z_i/b\). The numerator brings \(1/b^2\) and the denominator \(1/b\), so the remaining \(1/b\) cancels the factor \(b\):

\[
\boxed{G=\frac{Z_1Z_2}{4(Z_1+Z_2)}}
\]

For \(Z_1=Z_2\) it returns \(Z/8\). For \(Z_2\gg Z_1\) it tends to \(Z_1/4\): almost every electron from metal 1 is transmitted, and its arrival rate sets the conductance.

The inverse has a simple reading:

\[
\frac1G=\frac4{Z_1}+\frac4{Z_2}.
\]

These are two resistances in series. To see what sits between them, measure temperatures from a common reference and add the heat leaving the interface into metal 1:

\[
\tfrac14\left[Z_1(1-a_{12})T_1+Z_2a_{21}T_2\right]
=\tfrac14Z_1\left[a_{21}T_1+a_{12}T_2\right],
\]

where \(Z_2a_{21}=Z_1a_{12}\) was used. The stream entering metal 2 has the same temperature \(a_{21}T_1+a_{12}T_2\). To linear order the interface behaves like a black sheet that absorbs both streams and emits at one intermediate temperature.

## 4. The mass drops out

Insert \(vD=k_F^2/(\pi^2\hbar)\) into \(Z=b\,vD\):

\[
Z=\frac{k_F^2k_B^2T}{3\hbar}.
\]

For an isotropic band, \(Z\) depends on the size of the Fermi sphere and on temperature, but not on the mass. A heavier band is slower and has a proportionally larger heat capacity. The velocity and the heat capacity must therefore belong to the same band.

## 5. Numbers for a copper-aluminium contact

Take parabolic bands at 300 K with rough values typical of copper (metal 1) and aluminium (metal 2): electron densities of \(8.5\times10^{22}\) and \(18\times10^{22}\ \mathrm{cm^{-3}}\), and thermal masses of 1.4 and 1.5 electron masses. From \(k_F=(3\pi^2n)^{1/3}\) the wave numbers are 13.60 and 17.47 nm⁻¹, and the Fermi energies are 5.0 and 7.8 eV. Then

\[
Z_1=(1.1248\times10^6\ \mathrm{m/s})(29.73\ \mathrm{kJ\,m^{-3}K^{-1}})=33.4\ \mathrm{GW\,m^{-2}K^{-1}},
\]
\[
Z_2=(1.3481\times10^6\ \mathrm{m/s})(40.91\ \mathrm{kJ\,m^{-3}K^{-1}})=55.2\ \mathrm{GW\,m^{-2}K^{-1}}.
\]

The conductance is

\[
G=\frac{33.44\times55.15}{4(33.44+55.15)}\ \mathrm{GW\,m^{-2}K^{-1}}=5.2\ \mathrm{GW\,m^{-2}K^{-1}},
\]

or \(5.2\times10^5\ \mathrm{W\,cm^{-2}K^{-1}}\). A flux of 1 GW/m² needs a difference of 0.19 K between the arriving streams.

Separate integrations over the wave vectors of the two arriving streams, with energy-dependent transmission and temperatures of 301 and 299 K, give a conductance lower by a fraction \(1\times10^{-5}\), with the chemical potential held at \(E_F\) in both metals; letting it shift at fixed density makes this \(3\times10^{-5}\). The degenerate limit is thus ample here.

The warning of section 4 can be sized too. Free-electron velocities combined with the heat capacities of the heavier bands would give 7.5 GW/(m² K), too large by a factor of 1.44.

The forbidden rule of section 2 also has a number. At the Fermi energy the aluminium side would send \(55.15/33.44=1.65\) times as many electrons as the copper side. The imbalance of \(-0.741\) in the numerical output is larger in size because it averages over filled states down to about 1.4 eV below the Fermi energy, where the integration was cut off. There the ratio of mode numbers is larger, since the shallower copper band loses modes by a larger fraction.

## 6. Large temperature differences and electric current

The formula for \(G\) was linearized, but the degenerate limit allows more. Integrating the result of section 1 over temperature gives

\[
\int(E-\mu)(f_1-f_2)dE=\int_{T_2}^{T_1}\frac{\pi^2}{3}k_B^2T\,dT
=\frac{\pi^2k_B^2}{6}(T_1^2-T_2^2).
\]

Because \(T_1^2-T_2^2=2T_m(T_1-T_2)\), with \(T_m=(T_1+T_2)/2\),

\[
q=G(T_m)\,(T_1-T_2).
\]

For streams at 400 and 200 K, direct integration gives 1041 GW/m². The conductance at 300 K times 200 K gives the same to that accuracy.

The same transmission governs charge. A potential difference \(V\) shifts one distribution by \(eV\), so \(f_1-f_2=(-\partial f/\partial E)eV\). Each electron carries \(e\), and \(\int(-\partial f/\partial E)dE=1\). The electrical conductance per area is therefore

\[
g=\frac{e^2}{4}\frac{v_1D_1v_2D_2}{v_1D_1+v_2D_2},\qquad
\frac{G}{gT}=\frac{\pi^2k_B^2}{3e^2}.
\]

This is the Wiedemann-Franz ratio. In the example \(1/g=1.4\ \mathrm{f\Omega\,m^2}\), again defined by the arriving streams.

So far the potentials were held equal. In an open circuit the current must vanish instead. Define

\[
K_p=\int\frac2h\frac{M_1M_2}{M_1+M_2}(E-\mu)^p\left(-\frac{\partial f}{\partial E}\right)dE .
\]

For differences \(\Delta\mu\) and \(\Delta T\), the particle flux is \(K_0\Delta\mu+K_1\Delta T/T\) and the heat flux is \(K_1\Delta\mu+K_2\Delta T/T\). Setting the first to zero gives \(\Delta\mu=-K_1\Delta T/(K_0T)\), and then

\[
q=\left(K_2-\frac{K_1^2}{K_0}\right)\frac{\Delta T}{T}.
\]

The fractional reduction \(K_1^2/(K_0K_2)\) is \(7\times10^{-5}\) here and can be ignored.

## 7. Which temperature is measured?

The temperatures in \(G\) belong to the arriving streams. In thick metals one would instead extrapolate the bulk temperature profiles to the interface and read off their step \(\Delta T_b=T_{b1}-T_{b2}\). The two differences are not equal, because a metal that conducts heat has a lopsided electron distribution.

Let heat \(q\) flow from 1 to 2. As a first approximation, use the bulk form of the distribution right up to the interface: an isotropic part at temperature \(T_b\) plus a part odd in direction. The odd part carries all of \(q\), half through each hemisphere. In metal 1 the arriving stream moves along \(q\) and gains \(q/2\). In metal 2 it moves against \(q\) and loses \(q/2\):

\[
\frac{Z_1T_1}{4}=\frac{Z_1T_{b1}}{4}+\frac q2,\qquad
\frac{Z_2T_2}{4}=\frac{Z_2T_{b2}}{4}-\frac q2 .
\]

Multiply by \(4/Z_i\) and subtract:

\[
T_1-T_2=\Delta T_b+2q\left(\frac1{Z_1}+\frac1{Z_2}\right)=\Delta T_b+\frac{q}{2G}.
\]

The left side is \(q/G\), so \(\Delta T_b=q/(2G)\) and the bulk-temperature conductance is \(2G\), or 10.4 GW/(m² K) in the example.

The approximation fails near the interface, where the distribution has not yet relaxed to its bulk form. To correct it, I solved the angular transport equation in both metals,

\[
\Lambda\cos\theta\,\frac{\partial\phi}{\partial x}=\bar\phi-\phi ,
\]

where \(\phi\) is the temperature of electrons moving at angle \(\theta\) to the \(x\) axis, \(\bar\phi\) its average over directions and \(\Lambda\) the mean free path. Bulk scattering is taken as isotropic, and the interface obeys the diffuse rule. The factor 2 becomes 1.88, giving 9.8 GW/(m² K). Ratios \(Z_2/Z_1\) of 1, 1.65 and 5 gave the same factor within 0.2%.

The mean free path also tells when bulk temperatures make sense. Far from the interface \(\phi=T-\Lambda\cos\theta\,dT/dx\) solves the equation for a linear profile. Its heat flux is

\[
q=\frac Z2\int_{-1}^{1}c\left(T-\Lambda c\frac{dT}{dx}\right)dc=-\frac{Z\Lambda}{3}\frac{dT}{dx},
\qquad c=\cos\theta ,
\]

so the thermal conductivity is \(\kappa=Z\Lambda/3\). Rough conductivities of 400 and 240 W/(m K) give \(\Lambda=3\kappa/Z\) of about 36 nm in copper and 13 nm in aluminium, for spherical Fermi surfaces (see section 8). In a layer not much thicker than this the distribution need not reach its bulk form anywhere, and in general the transport problem must be solved for the whole layer. For isotropic bulk scattering and diffuse interfaces, however, adding resistances still works well. The layer's bulk resistance plus its own share of the two bulk-convention interface resistances, \(4/(1.88Z)\) for each face, is within 0.5% of the full solution at a thickness of one mean free path, within 1.5% at half of one and within 3% at a quarter. The stream terms \(4/Z\) of section 3 must not be used in this sum; they would overestimate it by half or more at these thicknesses.

With the bulk convention the interface resists as much as \(\kappa/G_b\approx41\) nm of copper. It is minor beside micrometres of metal. In a stack of layers of tens of nanometres it matters.

## 8. What a real contact changes

The densities, masses and conductivities above are ordinary rough values for the two metals, but the interface is idealized. The thermal masses are typical of low-temperature heat capacities and include an enhancement by phonons that largely fades at room temperature. This affects the separate velocities and heat capacities of section 5, but not \(Z\) or the diffuse \(G\), from which the mass drops out. The assumption most open to doubt is complete loss of memory. At a smooth, abrupt interface the parallel wave vector is conserved. At an abrupt potential step the wave and its slope divided by the mass are continuous. For an incoming wave of amplitude 1, a reflected amplitude \(r\) and a transmitted amplitude \(s\), this means \(1+r=s\) and \(v_{1z}(1-r)=v_{2z}s\), so \(s=2v_{1z}/(v_{1z}+v_{2z})\). The transmission is the ratio of the fluxes, \(t=v_{2z}s^2/v_{1z}\), or

\[
t=\frac{4v_{1z}v_{2z}}{(v_{1z}+v_{2z})^2},
\]

where \(v_{iz}\) are the normal velocities. Summed over the modes open on both sides, with the same bands and arriving-stream temperatures, this gives 7.7 GW/(m² K), about 1.5 times the diffuse value. Unlike the diffuse result it depends on the mass ratio. With the same Fermi spheres, equal masses would give 7.6 GW/(m² K), but an aluminium mass half that of copper would give 5.8 GW/(m² K). The factor 1.5 therefore belongs to the masses assumed here. Masses of roughly 1.24 and 1.05, with the phonon enhancement removed, would give 7.3 GW/(m² K), a factor of 1.4. For isotropic arriving streams, no elastic interface between these two bands can exceed \(Z_1/4=8.4\) GW/(m² K), since at most all electrons from metal 1 pass. A conductance defined by bulk temperatures is not bound by this limit; the diffuse value of 9.8 GW/(m² K) in section 7 already lies above it. An oxide or an alloyed layer adds scattering or a barrier and can push the conductance below the diffuse value; its effect is not estimated here.

Phonons cross as well. A Debye estimate with elastic diffuse scattering and rough mean sound speeds of 2.6 and 3.5 km/s gives 0.76 GW/(m² K), about 15% of the electronic \(G\). This figure is rough: the linear dispersion overstates the short-wavelength modes, and a sine-shaped dispersion with the same sound speeds gives about 0.26 GW/(m² K), or 5%. The phonon term may be added to \(G\) if electrons and phonons arrive with the same temperatures. Under fast laser heating they need not, and the two channels must then be treated separately. The non-spherical Fermi surfaces of the real metals are also left out. This matters for aluminium, where gaps at the zone boundaries remove part of the sphere. A nearly-free-electron estimate lowers \(Z_2\) by about 20%, which lowers the diffuse \(G\) to about 4.7 to 4.8 GW/(m² K) and raises the aluminium mean free path to about 16 to 17 nm.

For this contact with a diffuse interface, then, the choice of temperature changes the quoted conductance by a factor of 1.9. With arriving-stream temperatures, a smooth interface instead of a diffuse one raises it by a factor of about 1.5 for the masses assumed here. Finite degeneracy and thermoelectric effects change the diffuse result by less than one part in a thousand. A comparison with a measurement should first settle which temperatures were used. Further intermediate values are in the numerical output.

## Computed values

```
Temperature: 300 K
Cu-like electron density (rough input): 8.5 1e22/cm3
Cu-like thermal mass (rough input): 1.40 m_e
Cu-like Fermi wave number: 13.602 1/nm
Cu-like Fermi energy: 5.035 eV
Cu-like Fermi velocity: 1.1248 1e6 m/s
Cu-like heat capacity: 29.73 kJ/(m3 K)
Cu-like Z: 33.444 GW/(m2 K)
Cu-like thermal conductivity (rough input): 400 W/(m K)
Cu-like mean free path 3*kappa/Z: 35.9 nm
Cu-like mean sound speed (rough input): 2.6 km/s
Cu-like atomic density (rough input): 8.5 1e22/cm3
Al-like electron density (rough input): 18.0 1e22/cm3
Al-like thermal mass (rough input): 1.50 m_e
Al-like Fermi wave number: 17.468 1/nm
Al-like Fermi energy: 7.750 eV
Al-like Fermi velocity: 1.3481 1e6 m/s
Al-like heat capacity: 40.91 kJ/(m3 K)
Al-like Z: 55.151 GW/(m2 K)
Al-like thermal conductivity (rough input): 240 W/(m K)
Al-like mean free path 3*kappa/Z: 13.1 nm
Al-like mean sound speed (rough input): 3.5 km/s
Al-like atomic density (rough input): 6.0 1e22/cm3
Transmission 1 to 2: 0.6225; 2 to 1: 0.3775
Random-scattering transmission 1 to 2: 0.6232
G from formula: 5.2048 GW/(m2 K) = 5.2048e+05 W/(cm2 K)
G from k-space flux: 5.2047 GW/(m2 K)
Relative finite-degeneracy change of G: -1.05e-05
Largest relative heat-capacity deviation: 7.83e-05
Equal-half transmission, equilibrium imbalance: -0.741
Area thermal resistance 1/G: 0.1921 m2 K/GW
Arriving-stream temperature step at 1 GW/m2: 0.1921 K
Flux for streams at 400 K and 200 K: 1040.94 GW/m2
Same flux from G(300 K) times 200 K: 1040.95 GW/m2
Electrical area resistance: 1.4081 fohm m2
Lorenz ratio G/(gT): 2.4430 1e-8 W ohm/K2
Open-circuit fractional reduction: 6.53e-05
Bulk-temperature G, drift estimate: 10.410 GW/(m2 K)
Bulk-temperature G, angular transport: 9.768 GW/(m2 K)
Bulk/stream conductance ratio: 1.8768
Copper thickness of equal resistance, bulk G: 40.9 nm
Smooth-interface stream G: 7.744 GW/(m2 K)
Upper limit min(Z)/4: 8.361 GW/(m2 K)
Phonon channel estimate: 0.764 GW/(m2 K)
Phonon/electron stream conductance: 0.147
G with inconsistent masses: 7.475 GW/(m2 K)
Overestimate factor from inconsistent masses: 1.436
Identical Cu-like metals, diffuse contact: 4.180 GW/(m2 K)
```
